Acoustic deformation-potential mobility and the T^(−3/2) law in nondegenerate semiconductors

**1. Definitions and conventions**

An electron in the conduction band has energy E = ħ²k²/(2m), measured from the band edge, with one isotropic mass m. Its speed is w = ħk/m. The crystal has volume V, mass density ρ, longitudinal sound speed v and temperature T. Define the longitudinal elastic modulus

C = ρv².

A sound wave with displacement u(r) changes the local volume by the fraction ∇·u and shifts the band edge by

H′ = Ξ ∇·u,

where Ξ is the deformation potential, an energy. The charge e is positive. The mobility μ is the drift speed divided by the electric field, in the limit of a weak field. Densities of states are per unit volume, per spin and per valley.

The electrons are so dilute that their equilibrium occupation is f₀ ∝ exp(−E/k_BT). They scatter from longitudinal acoustic phonons alone, and m, Ξ and C do not depend on temperature. The small parameter is

κ = √(mv²/(2k_BT)).

The result to be derived is the leading one for small κ:

μ = 2√(2π) e ħ⁴ C / [3 m^(5/2) Ξ² (k_BT)^(3/2)].

**2. The coupling to one phonon**

Expand the displacement in travelling waves of wave vector q, frequency ω and unit polarization vector s:

u(r) = Σ_q s √(ħ/(2ρVω)) [a e^(iq·r) + a† e^(−iq·r)].

The prefactor is fixed by energy. With N phonons in a mode, the mean square displacement is ħ(2N+1)/(2ρVω). The kinetic energy is ½ρVω² times this, or ħω(2N+1)/4. That is half of ħω(N+½), as an oscillator requires.

The divergence brings down a factor ±i q·s, with the upper sign for a and the lower for a†. It vanishes for transverse waves and has magnitude q for longitudinal ones, so the isotropic coupling H′ involves longitudinal waves alone. Between plane-wave electron states, absorption takes k to k′ = k + q, and the operator a contributes √N. Emission takes k to k′ = k − q, and a† contributes √(N+1). With ω = vq, the squared matrix elements are

|M|² = Ξ²q² · ħ/(2ρVvq) · N± = Ξ²ħq N±/(2ρvV),

where N± is N for absorption and N+1 for emission. In thermal equilibrium N = 1/[exp(ħvq/k_BT) − 1].

**3. Why the phonons are classical and the collisions nearly elastic**

If the electron energy hardly changes, k′ ≈ k and q is at most about 2k. Define the thermal wave number k_T = √(2mk_BT)/ħ. For k = k_T, the largest phonon energy relative to k_BT is about

2ħvk_T/(k_BT) = 2v√(2m/(k_BT)) = 4κ.

For small κ this ratio is small, which justifies two approximations together. The energy change can be dropped from energy conservation, and the phonon number can be expanded in y = ħvq/k_BT:

N = 1/y − ½ + …,  N+1 = 1/y + ½ + ….

The terms ∓½ cancel when absorption and emission are added at the same final energy. At leading order each process has

|M|² = [Ξ²ħq/(2ρvV)] · [k_BT/(ħvq)] = Ξ²k_BT/(2CV).

The factor q has cancelled. Short waves strain the lattice more per phonon, but there are fewer phonons in them. The sum of the two processes, Ξ²k_BT/(CV), is Ξ² times the classical mean square dilatation of one mode. Scattering therefore has the same strength at every angle.

**4. The scattering rate**

First count final states. The number of plane waves per unit volume with wave number below k is

[1/(8π³)] · (4πk³/3) = k³/(6π²).

Differentiating with respect to E, with dk/dE = m/(ħ²k), gives

g(E) = [k²/(2π²)] · m/(ħ²k) = mk/(2π²ħ²).

Substituting k = √(2mE)/ħ,

g(E) = (2m)^(3/2) √E/(4π²ħ³).

The coupling does not flip spin, so one spin is counted. The golden rule, with both processes included, gives

1/τ(E) = (2π/ħ) · [Ξ²k_BT/C] · g(E).

The volume has cancelled between the matrix element and the number of final states. Inserting g,

1/τ = Ξ²k_BT (2m)^(3/2) √E/(2πħ⁴C)
  = √2 m^(3/2) Ξ² k_BT √E/(πħ⁴C).

The rate grows as √E because faster electrons have more final states. Their mean free path, with w = √(2E/m), is

ℓ = wτ = √(2E/m) · πħ⁴C/(√2 m^(3/2) Ξ² k_BT √E)
  = πħ⁴C/(m²Ξ²k_BT).

Thus ℓ is independent of electron energy and falls as 1/T.

**5. From the scattering rate to the mobility**

Let a weak force F act along z, and write the steady distribution as f = f₀(1+ψ). To first order in F, the Boltzmann equation is

(F/ħ) ∂f₀/∂k_z = collision term.

Since ∂E/∂k_z = ħw_z, the left side is −F w_z f₀/(k_BT). In the elastic approximation the collision term is

f₀ Σ_k′ W(k→k′) (ψ′ − ψ).

The drive is proportional to w_z, so ψ is a function of energy times cosθ, where θ is the angle from z. The rate W is the same for all directions of k′, and the average of cosθ′ over the sphere is zero. The term in ψ′ disappears, leaving −f₀ψ/τ. The total scattering rate is therefore also the momentum-relaxation rate in this limit. Equating the two sides,

ψ = F τ w_z/(k_BT).

Let ⟨…⟩ denote the equilibrium average over electrons. The drift speed is

⟨w_zψ⟩ = F⟨τw_z²⟩/(k_BT) = F⟨τw²⟩/(3k_BT).

The last step uses isotropy. The force has magnitude e times the electric field, so

μ = e⟨τw²⟩/(3k_BT).

Now use τ = ℓ/w. Because ℓ is constant,

μ = eℓ⟨w⟩/(3k_BT).

The mean speed follows from the weight w² exp(−mw²/(2k_BT)). With b = m/(2k_BT), the two integrals are

∫₀^∞ w³ e^(−bw²) dw = 1/(2b²),
∫₀^∞ w² e^(−bw²) dw = √π/(4b^(3/2)).

Their ratio is

⟨w⟩ = 2/√(πb) = √(8k_BT/(πm)).

Substitution gives

μ = (eℓ/3) √(8/(πmk_BT)) = 4eℓ/[3√(2πmk_BT)].

Insert ℓ from part 4 and use 4π/√(2π) = 2√(2π):

μ = 2√(2π) e ħ⁴ C / [3 m^(5/2) Ξ² (k_BT)^(3/2)].

One power of 1/T comes from the mean square strain, which shortens ℓ. The remaining T^(−1/2) comes from ⟨w⟩/(k_BT): hotter electrons cover the same free path in less time.

It is useful to define an average relaxation time by μ = e τ_av/m. Let τ_T be the value of τ at E = k_BT, so that ℓ = τ_T√(2k_BT/m). Then

τ_av = (m/3k_BT) · τ_T√(2k_BT/m) · √(8k_BT/(πm)) = 4τ_T/(3√π).

**6. Silicon at 77 K**

Lightly doped n-type silicon at 77 K is a sensible first case, because the high-energy phonons that scatter electrons strongly between valleys are then rarely excited. The inputs are rough typical values: m = 0.30 electron masses, Ξ = 9 eV, ρ = 2330 kg/m³ and v = 9000 m/s. The single mass stands in for silicon's anisotropic valleys. The modulus is

C = 2330 × 9000² Pa = 189 GPa.

The thermal energy is 6.635 meV and κ = 0.102. The phonon energy at q = 2k_T is 2.71 meV, or 0.41 of k_BT. This is below k_BT, but not negligible.

The formulas give ℓ = 444 nm and τ_T = 5.04 ps. Hence

τ_av = 0.752 × 5.04 ps = 3.79 ps.

The mobility is

μ = (1.602×10⁻¹⁹ C × 3.79×10⁻¹² s)/(0.30 × 9.109×10⁻³¹ kg)
 = 2.22 m²/Vs = 22,200 cm²/Vs.

With the same m, Ξ and C at 300 K, the law gives

μ = 22,200 × (77/300)^(3/2) ≈ 2890 cm²/Vs.

**7. Keeping the phonon energy**

The error of the elastic approximation can be found by keeping the energy exchange and the full phonon number. Let α be the angle between k and k′, and c = cosα. The total rate out of k is

Σ± ∫ [2πk′² dk′ dc/(8π³)] (2π/ħ) [Ξ²ħqN±/(2ρv)] δ(E′−E∓ħvq).

The upper sign is absorption. At fixed k and k′, q² = k² + k′² − 2kk′c, so the magnitude of dc is q dq/(kk′). Integrating the delta function over q gives 1/(ħv). Collecting factors, the rate per unit interval of k′ is

R(k,k′) = [Ξ²/(4πħC)] (k′/k) q² N±.

Energy conservation now fixes

q = ħ|k′²−k²|/(2mv).

The three wave vectors must also form a triangle, |k′−k| ≤ q ≤ k′+k. Dividing these inequalities by the appropriate factor of |k′²−k²| = |k′−k|(k′+k) gives

k′+k ≥ 2mv/ħ,  |k′−k| ≤ 2mv/ħ.

Write ψ = φ(k)cosθ. Detailed balance, f₀(k)W(k→k′) = f₀(k′)W(k′→k), again allows f₀ to be taken out of the collision term. Averaging cosθ′ over rotations of k′ about k gives cosα cosθ. The equation for φ is therefore

∫ dk′ R(k,k′)[φ(k) − φ(k′)cosα] = F w/(k_BT),

and μ = e⟨wφ⟩/(3F). This equation still treats phonons as being in equilibrium, but it no longer assumes elastic scattering or large N. Its numerical solution for the same material parameters gives:

T (K) | κ | closed formula (cm²/Vs) | inelastic (cm²/Vs) | change
300 | 0.052 | 2890 | 2910 | +0.7%
77 | 0.102 | 22,200 | 22,800 | +2.7%
20 | 0.200 | 1.68×10⁵ | 1.87×10⁵ | +11%
5 | 0.400 | 1.34×10⁶ | 2.11×10⁶ | +57%

Each change is relative to the closed formula. From 77 K to 308 K, κ² falls by a factor of four, and the change falls from 2.73% to 0.67%. This is consistent with a leading correction proportional to κ². Between those temperatures the average exponent is −1.515 instead of −1.5.

At 5 K the largest phonon energy estimated in part 3 is 4κ = 1.6 times k_BT, so neither approximation made there is justified. The full phonon number alone would increase the scattering, because 2N+1 is larger than its classical value 2/y. The higher mobility in the table comes from the terms ∓½ of part 3, which no longer cancel once the energy exchange is kept. Written as an integral over q, the rate is proportional to (1/k)∫q²N± dq. Absorption, with N ≈ 1/y − ½, reaches q = 2k + 2mv/ħ, while emission, with N+1 ≈ 1/y + ½, stops at q = 2k − 2mv/ħ. The −½ therefore acts over the larger range, and for k ≫ mv/ħ the two terms together lower the total rate by the fraction 4κ². The 20 K and 5 K rows describe acoustic scattering alone. They do not predict the mobility of doped silicon, where carriers freeze onto donors and impurities matter.

**8. The degenerate limit**

For Fermi statistics, elastic scattering leaves the relaxation time unchanged: the Pauli-blocking terms cancel between the forward and reverse processes. The factor f₀/(k_BT) in the drive becomes −∂f₀/∂E. Since w² = 2E/m and g ∝ √E,

μ = (2e/3m) ∫τE^(3/2)(−∂f₀/∂E)dE / ∫√E f₀ dE.

If the Fermi energy E_F is much larger than k_BT, the derivative is concentrated at E_F. The numerator integral becomes τ(E_F)E_F^(3/2), and the denominator becomes (2/3)E_F^(3/2). Thus

μ = eτ(E_F)/m ∝ 1/(T√E_F).

At fixed electron density E_F is nearly constant, and μ ∝ T^(−1). The thermal-speed factor has gone because the conducting electrons have the Fermi speed. This limit also needs 2ħvk_F ≪ k_BT, where k_F is the Fermi wave number, so that the phonons remain classical. Since 2ħvk_F/(k_BT) = 4κ√(E_F/k_BT), both conditions hold together only if κ is small. With the silicon parameters at 77 K and E_F = 10k_BT, this ratio is already 1.3, so the limit is at best approximate there. The result also takes Ξ as unscreened. In a dense electron gas, screening can weaken the coupling strongly and change the dependence on E_F, so this is a limit of the model rather than a prediction for heavily doped silicon.

The silicon example is far from this regime. For 10¹⁴ electrons per cm³ in six valleys at 77 K, Fermi statistics change μ by about −5×10⁻⁴%.

**9. What real silicon adds**

The following changes are relative to the closed formula. Each is estimated separately, with the other inputs held fixed, so they should not simply be added.

*Intervalley phonons.* These have a large wave vector and a nearly fixed energy ħΩ. Replace Ξ²q² in part 2 by a constant D², and ω by Ω. The golden rule then gives the additional rate

1/τ_iv = [πD²/(ρΩ)] [N_Ω g(E+ħΩ) + (N_Ω+1)g(E−ħΩ)],

where N_Ω is the thermal phonon number and g is zero for negative argument. One lumped phonon with rough values ħΩ = 60 meV and D = 1.2×10⁹ eV/cm changes μ by −0.3% at 77 K and −38% at 300 K. At 77 K the phonon energy is 9.0k_BT. Absorption is then suppressed by about e^(−9), and few electrons have enough energy to emit. Silicon also has intervalley phonons of lower energy, roughly 10–20 meV, which this estimate leaves out. They couple more weakly but are still excited at 77 K, where they can lower μ by several percent. The −0.3% is therefore the effect of the high-energy phonon alone, not of all intervalley scattering. At 300 K the combined mobility is about 1780 cm²/Vs, and its local exponent is −2.1. The acoustic law is therefore not the law for silicon's total mobility at room temperature.

*Ionized donors.* Take 10¹⁴ donors per cm³ and relative permittivity 11.7. For simplicity all donors are treated as ionized, although at 77 K a minority would be neutral. The permittivity is ε. A donor potential screened over the length L = √(εk_BT/(e²n_D)), with n_D the donor density, has Fourier transform of magnitude e²/[ε(q²+L⁻²)]. The golden rule, weighted by 1−cosα, gives the extra momentum-relaxation rate. Adding it to 1/τ before averaging changes μ by −14% at 77 K. The golden rule is only rough here. For an attractive donor it is reliable when k times the donor Bohr radius, 4πεħ²/(me²) = 2.1 nm, is large, but at k = k_T this product is only about 0.5. The figure is therefore uncertain by a few percentage points. It is still the largest correction at 77 K among those estimated here. It makes the doping level part of any comparison with the acoustic formula.

*Band shape.* For rough longitudinal and transverse masses m_l = 0.92 and m_t = 0.19 electron masses, the conductivity and density-of-states masses are

m_c = 3/(1/m_l + 2/m_t),  m_d = (m_l m_t²)^(1/3).

With a scalar Ξ, m^(5/2) is replaced by m_c m_d^(3/2), because m_c governs the response to the field and m_d^(3/2) the number of final states. The mobility rises by 4.7% relative to the single-mass value. Shear coupling, which the scalar Ξ omits, is not included in that estimate, and in silicon it is not small. It lets transverse phonons scatter electrons within a valley, and for common literature values of the dilatation and shear potentials they supply roughly a quarter to a half of the acoustic momentum relaxation. The value Ξ = 9 eV is therefore an effective number that lumps longitudinal and transverse scattering together, not the dilatation potential of a silicon valley.

For nonparabolicity, use ħ²k²/(2m) = E(1+αₙE), with rough αₙ = 0.5 eV⁻¹. Changing the speed and density of states, but leaving the matrix element fixed, lowers μ by 3.1% at 77 K.

*Collision broadening.* The energy uncertainty ħ/τ_av is 0.17 meV at 77 K, compared with k_BT = 6.6 meV. Treating collisions as separate events is therefore reasonable.

*Electric field.* Extrapolated linearly from weak fields, the drift speed would reach v at

v/μ = (9000 m/s)/(2.22 m²/Vs) = 4050 V/m ≈ 41 V/cm.

This sets the scale for electron heating. The field supplies an energy of order mv_d² between collisions, where v_d is the drift speed. A collision exchanges an energy of order mvw, with either sign, so changing the electron energy by k_BT takes about (k_BT/mvw)² ~ k_BT/(mv²) collisions. The energy gained over that time is of order k_BT(v_d/v)². The weak-field result thus requires v_d ≪ v, or fields well below 41 V/cm in this example.

*Comparison with the material.* The measured electron mobility of lightly doped silicon is roughly 1400 cm²/Vs at room temperature and of order 2×10⁴ cm²/Vs near 77 K. The acoustic formula has the right size at 77 K, but is about twice too large at 300 K. The rough intervalley estimate removes much of the room-temperature excess. Agreement at 77 K does not show that longitudinal phonons alone limit the mobility, since the effective Ξ also absorbs transverse-phonon scattering. Nor does it determine Ξ precisely: μ varies as Ξ^(−2), and donors alone alter this example by roughly 10–15%.

The numerical output below gives the values to more digits.

Computed values

```
Input mass: 0.30 electron masses
Input deformation potential: 9.0 eV
Input density: 2330 kg/m^3
Input longitudinal sound speed: 9000 m/s
Input donor density: 1.0e+14 cm^-3
Input relative permittivity: 11.7
Elastic modulus C: 188.7 GPa
Main temperature: 77 K
Thermal energy at 77 K: 6.635 meV
Thermal wave number at 77 K: 0.2286 nm^-1
Phonon energy at q=2k_thermal, 77 K: 2.708 meV
Relaxation time at E=kBT, 77 K: 5.036 ps
Average relaxation time, 77 K: 3.788 ps
Mean free path, 77 K: 444.2 nm
300 K: kappa=0.0517 (dimensionless)
300 K: closed formula=2888.1 cm2/Vs
300 K: inelastic result=2907.9 cm2/Vs
300 K: inelastic change=0.69 %
77 K: kappa=0.1020 (dimensionless)
77 K: closed formula=22211 cm2/Vs
77 K: inelastic result=22817 cm2/Vs
77 K: inelastic change=2.73 %
20 K: kappa=0.2002 (dimensionless)
20 K: closed formula=1.6779e+05 cm2/Vs
20 K: inelastic result=1.8656e+05 cm2/Vs
20 K: inelastic change=11.19 %
5 K: kappa=0.4004 (dimensionless)
5 K: closed formula=1.3423e+06 cm2/Vs
5 K: inelastic result=2.1078e+06 cm2/Vs
5 K: inelastic change=57.03 %
Inelastic change at 308 K: 0.67 %
Inelastic exponent, 77 to 308 K: -1.5146
Direct/formula out rate, 300 K: 0.9938
Direct/formula momentum rate: 0.9917
Rough intervalley phonon energy: 60 meV
Rough intervalley coupling: 1.2e+09 eV/cm
With intervalley, 77 K: 22135 cm2/Vs
Intervalley change, 77 K: -0.343 %
With intervalley, 300 K: 1781.4 cm2/Vs
Intervalley change, 300 K: -38.319 %
Local exponent with intervalley, 300 K: -2.076
Ionized-donor change, 77 K: -14.32 %
Degeneracy change, 77 K: -4.55e-04 %
Rough masses ml, mt: 0.92, 0.19 electron masses
Mass-anisotropy change: 4.71 %
Rough nonparabolicity: 0.50 eV^-1
Nonparabolicity change, 77 K: -3.15 %
Collision broadening, 77 K: 0.174 meV
Field where drift speed equals v: 40.52 V/cm
```
